Elastic Finite-Size Errors of Point Defects in Periodic Supercells

**1. The error and a short explanation**

A defect energy computed in a periodic supercell belongs to a crystal of defects, not to one defect. Each copy strains the region around every other copy. In the model crystal of Section 7, a cell of length 30 bohr puts the energy 10.6 meV too high if the cell is held fixed. If the same cell is relaxed to zero stress, the energy is about 6.5 meV too low. Without a law for this error, neither number can be corrected, and two calculations with different cell conditions cannot be compared.

A one-line explanation runs as follows: the displacement around a force dipole falls as 1/r², so the interaction falls as 1/L³. The power is right, but the line leaves out two steps. A second dipole responds to strain, not to displacement, which supplies the third power. The interactions with all images must then be summed, and a sum of 1/R³ terms in three dimensions is on the edge of divergence. The coefficient depends on how that sum is defined, and hence on what is done with the cell.

The treatment is for a neutral defect in a harmonic crystal, at distances where linear elasticity holds. The cell is cubic, with volume V = L³, and the defect keeps its orientation as L grows. Energies are in Ry and lengths in bohr. Repeated indices are summed, and ∂_j means ∂/∂r_j.

**2. The field of a force dipole**

Let the defect exert forces F^a on the host at positions s^a near the origin. Expanding each delta function about the origin gives the force density

g_i(r) = Σ_a F_i^a δ(r − s^a) = Σ_a F_i^a δ(r) − Σ_a F_i^a s_j^a ∂_j δ(r) + …

The first term vanishes because the net force is zero. The leading term is therefore

g_i(r) = −P_ij ∂_j δ(r),  P_ij = Σ_a F_i^a s_j^a. (1)

P is the elastic dipole tensor and has the unit of energy. It is symmetric because the net torque is zero. Outward forces give positive diagonal elements.

Equilibrium requires C_ijkl ∂_j ∂_l u_k + g_i = 0. For a plane wave exp(ik·r), two derivatives give −k_j k_l, so

M_ik(k) u_k(k) = g_i(k),  M_ik(k) = C_ijkl k_j k_l. (2)

The Green tensor is the inverse transform of M⁻¹:

G_ik(r) = ∫ d³k/(2π)³ [M⁻¹(k)]_ik exp(ik·r). (3)

M⁻¹ scales as k⁻². Setting k = q/r turns d³k into r⁻³ d³q and M⁻¹(k) into r² M⁻¹(q), so G is 1/r times a function of direction. The displacement follows by integrating the derivative of the delta function by parts:

u_i(r) = ∫ d³r′ G_ik(r − r′) g_k(r′)
= P_kl [∂G_ik(r − r′)/∂r′_l] at r′ = 0
= −P_kl ∂_l G_ik(r). (4)

The last sign arises because G depends on r − r′. One derivative of 1/r gives u ~ 1/r².

**3. Two dipoles**

The energy of the medium under given forces is the strain energy minus ∫ g·u. At equilibrium the strain energy equals half of ∫ g·u, so

E = −½ ∫ d³r g·u. (5)

For two defects, g = g¹ + g² and u = u¹ + u². The two cross terms are equal because G is symmetric, and together they give the interaction energy −∫ g²·u¹. With the second dipole at R, another integration by parts gives ∫ g²·u¹ = P_ij ∂_j u_i¹(R). For identical defects,

W(R) = −P_ij ∂_j u_i(R) = P_ij P_kl ∂_j ∂_l G_ik(R) = w(R̂)/R³. (6)

The third power comes from the second derivative of 1/r. A rigid displacement of the second defect costs nothing, since its forces add up to zero.

In Fourier space ∂_j ∂_l becomes −k_j k_l. Define

f(k) = (P_ij k_j) [M⁻¹(k)]_ik (P_kl k_l). (7)

Then

W(R) = −∫ d³k/(2π)³ f(k) exp(ik·R). (8)

The two factors of k cancel the k⁻² of M⁻¹, so f depends on the direction of k but not on its length. It is not negative, since M is positive for a stable crystal.

The average of W over the directions of R is zero. To see this, give the defect a small core of size b by multiplying f with exp(−b²k²). The directional average of exp(ik·R) is sin(kR)/(kR), which depends on k alone. The angular integral then replaces f by its mean over directions, f̄, leaving f̄ times the transform of a Gaussian. That is a narrow peak of width about b around R = 0. Outside the core nothing is left:

average of w(R̂) over directions = 0. (9)

Attraction along some directions is balanced by repulsion along others.

**4. The periodic energy at fixed cell**

It is tempting to write the error as half the sum of W over all images. The number of images in a shell of thickness dR is 4πR² dR/V, so the sum of |W| behaves as ∫ dR/R and diverges logarithmically. Cancellation by (9) can make the signed sum finite, but its value then depends on the order of summation. The energy is safer to compute in Fourier space, where the cell condition is explicit.

In the periodic cell the allowed wavevectors are k = 2πn/L with integer n. From (1), g_i(k) = −i k_j P_ij. Inserting this and (2) in (5) gives

E(L) = −(1/2V) Σ_{k≠0} f(k) exp(−b²k²). (10)

The factor (−i)* (−i) equals 1, which leaves the sign of (5). The term k = 0 is absent because the net force vanishes and the fixed cell permits no mean strain. For the isolated defect the sum becomes an integral:

E_∞ = −½ ∫ d³k/(2π)³ f(k) exp(−b²k²). (11)

Both energies depend strongly on b, since most of the relaxation takes place near the core. Their difference does not, to leading order. With k = 2πn/L we have d³k/(2π)³ = d³n/V. Writing s = (2πb/L)²,

E(L) − E_∞ = −(1/2V) [Σ_{n≠0} f(n) e^{−sn²} − ∫ d³n f(n) e^{−sn²}]. (12)

Because f depends on direction alone, L has disappeared from the bracket except through s. For a cell much larger than the core, s → 0, and if the bracket has a limit then

E(L) − E_∞ = A/L³ + higher orders, (13)

A = −½ lim_{s→0} [Σ_{n≠0} f(n) e^{−sn²} − ∫ d³n f(n) e^{−sn²}]. (14)

The limit is shown to exist in the next section. It does not depend on the Gaussian form of the core. Two smooth core functions that both equal 1 at k = 0 and are even in k differ by a term of order k². By the scaling argument used for G, a function k² times a function of direction has a transform that falls as R⁻⁵. Its sum and integral then differ by V times a lattice sum of R⁻⁵, which is of order L³ · L⁻⁵ = L⁻². This vanishes for large L. Divided by V, it contributes to the energy at order L⁻⁵. A harmonic crystal with one atom per cell and an inversion-symmetric defect has a response that is even in k, so its first correction to (13) is of this order.

**5. What the images contribute, and what the cell contributes**

Let F(k) = f(k) exp(−b²k²), with transform H(R) = ∫ d³k/(2π)³ F(k) exp(ik·R). For a continuous function, Poisson summation states that

(1/V) Σ_k F(k) = Σ_T H(T), (15)

where T runs over all lattice vectors of the supercell, including zero. Here F has no unique value at k = 0, since f approaches a different number from each direction. Average F over a narrow spherical Gaussian in k. This makes it continuous, and it multiplies H(T) by a broad Gaussian in T. As the averaging width goes to zero, F returns to its old value at every k ≠ 0, while at k = 0 it tends to f̄. Thus

(1/V) [f̄ + Σ_{k≠0} F(k)] = H(0) + Σ_{T≠0} H(T), (16)

with the last sum taken under a smooth spherical cutoff that is then removed. By (9) the far shells cancel, so this sum is finite.

H(0) is the integral in (11), and for T far outside the core H(T) = −W(T) by (8). Rearranging,

(1/V) Σ_{k≠0} F(k) − H(0) = −f̄/V − Σ_{T≠0} W(T). (17)

Multiplication by −½ gives the energy difference:

E(L) − E_∞ = f̄/(2V) + ½ Σ_{T≠0} W(T). (18)

With T = nL and (6), every term is proportional to 1/L³, and

A = f̄/2 + ½ Σ_{n≠0} w(n̂)/|n|³. (19)

This confirms that the limit in (14) exists. The second term is the expected half-sum of pair energies. The first comes from a uniform strain. By (2) the strain of one dipole has the transform k_j [M⁻¹]_ik P_kl k_l, so the dipole fields summed with a spherical cutoff carry a mean strain equal to the directional average of this expression divided by V. A fixed cell must cancel it by an opposite uniform strain. The energy of the defect in that strain, with the factor ½ for a self-induced field, is f̄/(2V), and no pair energy contains it. It differs from the energy gained by relaxing the cell, which is found in Section 6.

**An isotropic medium** shows the first term alone. Take Lamé constants λ and μ, so that C11 = λ + 2μ, and a dipole P_ij = P δ_ij. Then M_ik = μk² δ_ik + (λ + μ) k_i k_k. Applied to the vector k, this gives M k = (λ + 2μ) k² k, hence M⁻¹k = k/(C11 k²) and

f = P² k·M⁻¹k = P²/C11. (20)

A constant f has a delta function as its transform, so W(R) = 0 at every R > 0. Yet (19) gives

A = P²/(2 C11). (21)

The displacement shows why. From (4) it is u = P r̂/(4π C11 r²), whose divergence is (P/C11) δ(r). The strain away from the defect is a pure shear, which an isotropic dipole does not feel. In a fixed periodic cell the mean dilatation must vanish, so a uniform dilatation −P/(C11 V) is added to compensate the delta function. The defect does feel this, and its energy −½P · (−P/(C11 V)) is (21) divided by V. Zero pair interaction therefore does not mean zero finite-size error.

**6. Relaxing the cell**

Now allow a uniform strain e in addition to the periodic displacements. The strain energy contains a cross term between e and the periodic strain, but the latter has zero mean over the cell, so the cross term integrates to zero. The forces do work P_ij e_ij, because the uniform displacement at s^a is e_ij s_j^a. The added energy is

ΔE(e) = (V/2) e_ij C_ijkl e_kl − P_ij e_ij. (22)

Setting the derivative to zero gives V C_ijkl e_kl = P_ij. With S the inverse of C,

e_ij = S_ijkl P_kl/V. (23)

At the minimum the first term of (22) is half the size of the second, so

ΔE = −P:S:P/(2V),  A_free = A − ½ P:S:P, (24)

where P:S:P = P_ij S_ijkl P_kl. Both cell conditions lead to the same E_∞ and the same power of L, with different coefficients.

Equation (22) also gives a way to find P. At e = 0 the mean stress is σ_ij = (1/V) ∂ΔE/∂e_ij = −P_ij/V. The residual stress of the relaxed fixed cell, less that of the perfect host cell, therefore yields P_ij = −Vσ_ij. Stress is counted positive in tension here; a program with the opposite convention requires the opposite sign.

For the isotropic case, (23) gives e_ij = P δ_ij/(3KV), with bulk modulus K = λ + 2μ/3, and P:S:P = P²/K. Since C11 − K = 4μ/3,

A_free = (P²/2)(1/C11 − 1/K) = −2μP²/(3 K C11). (25)

The error now has the opposite sign: the relaxed cell is too low in energy. As μ → 0 at fixed K, it vanishes, because C11 then tends to K. The relaxed cell has the mean dilatation P/(KV), and the delta function at the defect supplies P/(C11 V) of it, so in this limit no uniform dilatation is left for the defect to feel. The L⁻³ coefficient can thus be zero in a limiting case, and a faster decay is then possible.

**7. A crystal of atoms and springs**

The continuum result can be tested on a crystal whose atoms are relaxed individually. Take a simple cubic lattice of constant a = 5 bohr, with springs k₁ between first and k₂ between second neighbours. Under a strain e, a first-neighbour bond along x stretches by a e_xx. The bonds along (1, ±1, 0) stretch by a(e_xx + e_yy ± 2e_xy)/√2, and together they store the energy

½ k₂ a² [(e_xx + e_yy)² + 4 e_xy²]. (26)

Adding the bonds in the other planes, dividing by a³ and comparing with the cubic elastic energy gives

C11 = (k₁ + 2k₂)/a,  C12 = C44 = k₂/a. (27)

The values k₁ = 0.010 and k₂ = 0.025 Ry/bohr² give C11 = 0.060/5 = 0.012 and C12 = C44 = 0.005 Ry/bohr³. These are round model parameters. The defect pushes its six nearest neighbours outward, with forces 0.09 Ry/bohr along x and 0.04 Ry/bohr along y and z. By (1), P_xx = 2 · 5 · 0.09 = 0.9 Ry and P_yy = P_zz = 0.4 Ry.

**Decay with distance.** In a cell of 96 lattice constants, or 480 bohr, the displacement on the x axis falls from 5.87 × 10⁻³ bohr at r = 40 bohr to 1.42 × 10⁻³ bohr at 80 bohr, a power of −2.05. The pair energy falls with power −3.07. At 80 bohr the displacement is 2.3% below the isolated continuum value, and the pair energy is 4.3% above it.

Part of the second difference can be traced. By (18), A/V is half the energy of a defect in the strain of its own images, the compensating uniform strain included, so the energy of a second defect nearby is raised by roughly 2A/V. With A = 20.4 Ry bohr³ from below, this is 40.9/480³ = 3.7 × 10⁻⁷ Ry. Subtracting it leaves the pair energy 2.4% above the continuum at 80 bohr and 9.3% above it at 40 bohr. The excess falls by a factor of about 3.8 when r doubles, close to the factor of 4 expected of a lattice correction of relative order (a/r)².

**The coefficient.** The two parts of (19) are

A = 17.527 + 2.908 = 20.435 Ry bohr³. (28)

The reciprocal-space form (14) gives 20.432 Ry bohr³. The difference of 0.003 is the numerical error of the real-space pair sum, and 20.432 is the value used in the comparisons below. A fit of E_∞ + A/L³ + B/L⁵ to the relaxed energies at 60, 120 and 240 bohr gives 20.42 Ry bohr³, within 0.1%. Successive energy differences between these cells follow the power −2.999. With the spherical cutoff of (16), about 86% of A comes from the compensating uniform strain, the first term of (19), and 14% from the pair energies. This division belongs to that cutoff. Summing the images in another shape changes the pair sum and the compensating term by opposite amounts and leaves their total A unchanged.

**Small cells.** The leading term can be compared with the error itself, taken relative to the fitted E_∞:

L = 20 bohr: error 39.97 meV, A/L³ = 34.75 meV
L = 30 bohr: error 10.56 meV, A/L³ = 10.30 meV
L = 40 bohr: error 4.36 meV, A/L³ = 4.34 meV

At 20 bohr the cell is four lattice constants wide and the formula misses 5.2 meV, or 13% of the error. The remainder drops to 0.27 meV at 30 bohr, a factor of 19, whereas a pure L⁻⁵ term would drop by 1.5⁵ = 7.6. It also changes sign between 40 and 60 bohr. Terms beyond L⁻⁵ therefore matter in these cells, and the remainder should not be fitted there with one power. At 60 bohr it is about −0.002 meV. The same higher terms, left out of the three-cell fit, make its value of A slightly too low.

If A is not known, two cells can eliminate it. Multiplying (13) by L³ for each cell and subtracting gives

E_∞ ≈ (L₂³E₂ − L₁³E₁)/(L₂³ − L₁³). (29)

For 30 and 40 bohr this is

(64000 · (−0.0815456) + 27000 · 0.0810899)/37000 = −0.081878 Ry,

which lies 0.16 meV below the fitted −0.081866 Ry. That is far better than the uncorrected 4.36 meV at 40 bohr. It is worse than the 0.02 meV left by subtracting A/L³ there, because the smaller cell brings in its higher-order terms.

**Cell relaxation.** For a diagonal dipole in a cubic crystal, (23) separates into a mean part and a deviation:

e_ii = (1/V) [(P_ii − p)/(C11 − C12) + p/(C11 + 2C12)],  p = (P_xx + P_yy + P_zz)/3, (30)

with no sum over i. Here p = 0.5667 Ry. At L = 30 bohr, V = 27000 bohr³, and

e_xx = (0.3333/0.007 + 0.5667/0.022)/27000 = 2.72 × 10⁻³,
e_yy = (−0.1667/0.007 + 0.5667/0.022)/27000 = 7.2 × 10⁻⁵.

These agree with the strains found by minimizing the energy of the spring crystal directly. The cell lengthens almost entirely along x, since the two contributions to e_yy nearly cancel. From (24),

½ P:S:P = ½ · 27000 · (0.9 · 2.718 × 10⁻³ + 2 · 0.4 · 7.2 × 10⁻⁵) = 33.8 Ry bohr³,

A_free = 20.4 − 33.8 = −13.4 Ry bohr³. (31)

Relaxing the 30 bohr cell lowers the energy by 17.0 meV, which takes the error from +10.6 to −6.5 meV. The leading error reaches 1 meV at L = 65 bohr in the fixed cell and at 57 bohr in the relaxed one. Relaxation reduces the error here but does not remove it.

**No pair interaction.** With k₁ = k₂ the elastic constants satisfy C11 = 3C44 and C12 = C44, which makes the long-wave response isotropic. For C11 = 0.015 Ry/bohr³ and an isotropic dipole of 0.5 Ry, (21) gives A = 0.25/0.030 = 8.33 Ry bohr³. The relaxed spring crystals give 8.32 Ry bohr³, although the continuum pair energy vanishes within numerical error. The complete values are in the numerical output.

**8. Where the law ceases to hold**

A charged defect brings in electrostatic image energies that decay more slowly, as 1/L for point charges in a neutralizing background. These have to be treated separately before (13) can be seen. A neutral defect with a permanent electric dipole moment has an electrostatic image energy that itself goes as 1/L³, so the measured coefficient is then not the elastic A alone. Overlap of defect wave functions between cells is also outside the elastic model, and it can change P itself from one cell to the next.

If the dipole responds linearly to strain, P changes by an amount proportional to the image strain, which is of order 1/V. The corresponding energy is quadratic in that strain and so of order L⁻⁶. This is small in large cells, but a soft or easily reoriented defect may leave the linear regime, and then (13) does not apply with a single P.

The cell must also grow uniformly. Equation (18) holds for other cell shapes, with T running over the lattice in question, but the pair sum in general changes with shape. Results from cells of different proportions then do not lie on one line against 1/V. Within one shape and one cell condition, and within the limits named above, they approach such a line once the cell is large compared with the core.

Values computed for the example and the checks

```
lattice constant 5.0 bohr
C11, C12, C44 = 0.0120, 0.0050, 0.0050 Ry/bohr^3
springs: first 0.0100, second neighbour 0.0250 Ry/bohr^2
dipole Pxx, Pyy, Pzz = 0.90, 0.40, 0.40 Ry
neighbour forces x, y, z = 0.090, 0.040, 0.040 Ry/bohr
r = 40 bohr: u_x lattice 5.8713e-03, continuum 5.8100e-03 bohr
r = 40 bohr: pair energy lattice 1.7209e-04, continuum 1.5714e-04 Ry
r = 80 bohr: u_x lattice 1.4188e-03, continuum 1.4525e-03 bohr
r = 80 bohr: pair energy lattice 2.0485e-05, continuum 1.9642e-05 Ry
lattice power of r: displacement -2.049, pair energy -3.070
half angular mean fbar/2 = 17.5270 Ry bohr^3
half pair sum = 2.9077 Ry bohr^3
A fixed cell: reciprocal 20.4321, real space 20.4347 Ry bohr^3
A from spring-crystal energies = 20.4177 Ry bohr^3
power of L from cells of 60, 120, 240 bohr = -2.999
extrapolated E_inf = -0.08186637 Ry
L = 20 bohr: E = -0.07892841 Ry, E-E_inf = 39.9730 meV, A/L^3 = 34.7492 meV
  left after correction: 5.2238 meV
L = 30 bohr: E = -0.08108992 Ry, E-E_inf = 10.5641 meV, A/L^3 = 10.2960 meV
  left after correction: 0.2681 meV
L = 40 bohr: E = -0.08154562 Ry, E-E_inf = 4.3640 meV, A/L^3 = 4.3436 meV
  left after correction: 0.0203 meV
L = 60 bohr: E = -0.08177194 Ry, E-E_inf = 1.2848 meV, A/L^3 = 1.2870 meV
  left after correction: -0.0022 meV
L = 120 bohr: E = -0.08185456 Ry, E-E_inf = 0.1607 meV, A/L^3 = 0.1609 meV
  left after correction: -0.0002 meV
L = 240 bohr: E = -0.08186489 Ry, E-E_inf = 0.0201 meV, A/L^3 = 0.0201 meV
  left after correction: -0.0000 meV
L = 30 bohr: relaxed strains xx, yy = 2.7177e-03, 7.2150e-05
L = 30 bohr: energy change by cell relaxation -17.0317 meV
P:S:P/2 = 33.7987 Ry bohr^3
A zero stress = -13.3666 Ry bohr^3
fixed cell: leading error is 1 meV at L = 65.3 bohr
zero stress: leading error is 1 meV at L = 56.7 bohr
isotropic case: C11 = 0.015, C12 = C44 = 0.005 Ry/bohr^3, P = 0.50 Ry
isotropic case: |w| below 0.01 Ry bohr^3: True
isotropic case: A lattice 8.3231, P^2/(2 C11) 8.3333 Ry bohr^3
```
